# Spectral representation and sum rules of the lead self-energy: a numerical check

```python
# Result under test: for a lead H_L coupled to a device by tau,
#   Sigma(z) = tau (z-H_L)^-1 tau^dagger = integral dM(E)/(z-E), M positive,
#   integral E^n dM = tau H_L^n tau^dagger = weighted sum over n-step lead walks.
# dM = Gamma(E) dE/(2 pi) plus point weights of lead surface states.
# Example lead: dimerised chain, hopping v inside a cell (A-B) and w between
# cells (B-next A). tau has device rows and first-cell columns (A, B).
# All energies are in eV.
import numpy as np
from scipy.integrate import quad

v, w = 0.8, 1.0
tau = np.array([[0.5, 0.0], [0.2, 0.3]])


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def surface_block(z, v, w):
    """First-cell Green function of the infinite dimerised lead, closed form."""
    z = np.asarray(z, dtype=complex)
    top, low = v + w, abs(v - w)
    root = (np.sqrt(z - top) * np.sqrt(z + top)
            * np.sqrt(z - low) * np.sqrt(z + low))
    g_a = (z * z + w * w - v * v - root) / (2 * z * w * w)
    d = z - w * w * g_a
    det = z * d - v * v
    out = np.empty(z.shape + (2, 2), dtype=complex)
    out[..., 0, 0] = d / det
    out[..., 1, 1] = z / det
    out[..., 0, 1] = out[..., 1, 0] = v / det
    return out


def self_energy(z, v=v, w=w):
    return tau @ surface_block(z, v, w) @ tau.T


def broadening(z, v=v, w=w):
    s = self_energy(z, v, w)
    return 1j * (s - dagger(s))


def lead_matrix(cells, h, t):
    hop = np.kron(np.eye(cells, k=1), t)
    return np.kron(np.eye(cells), h) + hop + dagger(hop)


def dimer_lead(cells, v, w):
    return lead_matrix(cells, np.array([[0, v], [v, 0]]),
                       np.array([[0, 0], [w, 0]]))


def smooth_moment(n, v, w, points=600):
    """Integral of E^n Gamma/(2 pi) over both bands, surface state excluded."""
    top, low = v + w, abs(v - w)
    theta = (np.arange(points) + 0.5) * np.pi / points
    e = 0.5 * (top + low) - 0.5 * (top - low) * np.cos(theta)
    wt = 0.5 * (top - low) * np.sin(theta) * np.pi / points
    e, wt = np.concatenate([e, -e]), np.concatenate([wt, wt])
    return np.einsum('e,eij->ij', wt * e**n, broadening(e, v, w)).real / (2*np.pi)


def walk_sum(lead, coupling, steps):
    """Enumerate every lead walk that starts and ends in the first cell."""
    near = [np.flatnonzero(lead[:, s]) for s in range(len(lead))]
    total = np.zeros((len(coupling), len(coupling)), dtype=complex)
    for start in (0, 1):
        paths = [(start, 1.0)]
        for _ in range(steps):
            paths = [(t, amp * lead[t, s]) for s, amp in paths for t in near[s]]
        for s, amp in paths:
            if s < 2:
                total += amp * np.outer(coupling[:, s], coupling[:, start].conj())
    return total


print(f"hoppings v, w = {v:.2f}, {w:.2f} eV")
print(f"band edges |E| = {abs(w-v):.2f} to {w+v:.2f} eV")
print("tau rows (eV):", tau[0], tau[1])

# Elimination of the lead, positivity identity, and cutting of the lead
z = 0.5 + 0.1j
cells = 150
lead = dimer_lead(cells, v, w)
green = np.linalg.inv(z * np.eye(2 * cells) - lead)
sigma = self_energy(z)
assert np.allclose(tau @ green[:2, :2] @ tau.T, sigma, atol=1e-10)
device = np.array([[0.1, 0.05], [0.05, -0.2]])
whole = np.zeros((2 * cells + 2, 2 * cells + 2))
whole[:2, :2], whole[2:, 2:] = device, lead
whole[:2, 2:4], whole[2:4, :2] = tau, tau.T
device_green = np.linalg.inv(z * np.eye(2 * cells + 2) - whole)[:2, :2]
assert np.allclose(device_green, np.linalg.inv(z*np.eye(2) - device - sigma),
                   atol=1e-10)
row = tau @ green[:2, :]
assert np.allclose(broadening(z), 2 * z.imag * row @ dagger(row), atol=1e-10)
rng = np.random.default_rng(4)
sample = rng.uniform(-3, 3, 2000) + 1j * rng.uniform(0.01, 2, 2000)
lowest = np.linalg.eigvalsh(broadening(sample)).min()
assert lowest > 0
print(f"Sigma_11 at z = 0.5+0.1i eV: {sigma[0,0].real:.5f} {sigma[0,0].imag:+.5f}i eV")
print(f"lowest eigenvalue of i(Sigma-Sigma^dagger), 2000 points: {lowest:.2e} eV")
short = 20
cut = tau @ np.linalg.inv(z*np.eye(2*short) - dimer_lead(short, v, w))[:2, :2] @ tau.T
cut_error = np.linalg.norm(cut - sigma, 2)
u_next = green[2*short:2*short+2, :2] @ tau.T
cut_bound = np.linalg.norm(tau, 2) * w * np.linalg.norm(u_next, 2) / z.imag
assert 1e-12 < cut_error <= cut_bound
print(f"lead cut after {short} cells: error {cut_error:.2e} eV, bound {cut_bound:.2e} eV")

# Surface-state weight: formula against diagonalization of a long lead
energies, states = np.linalg.eigh(lead)
in_gap = np.abs(energies) < 0.5 * abs(w - v)
vectors = tau @ states[:2, in_gap]
surface = (1 - v**2 / w**2) * np.outer(tau[:, 0], tau[:, 0])
assert np.allclose(vectors @ vectors.T, surface, atol=1e-10)
odd_energy, odd_state = np.linalg.eigh(lead[:-1, :-1])
zero_mode = odd_state[:, np.argmin(np.abs(odd_energy))]
ratio = zero_mode[2] / zero_mode[0]
assert abs(ratio + v / w) < 1e-9 and np.abs(zero_mode[1::2]).max() < 1e-9
print(f"surface state: first-site weight {1-v**2/w**2:.4f}, cell ratio {ratio:.4f}")

# Sum rule with and without a surface state
smooth = smooth_moment(0, v, w)
full = tau @ tau.T
assert np.allclose(smooth + surface, full, atol=1e-9)
assert not np.allclose(smooth, full, atol=1e-2)
swapped = smooth_moment(0, w, v)
assert np.allclose(swapped, full, atol=1e-9)
print("sum rule, elements 11, 12, 22 (eV^2):")
for name, m in (("integral of smooth Gamma", smooth), ("2 pi surface weight", surface),
                ("sum of the two", smooth + surface), ("2 pi tau tau^dagger", full),
                ("smooth Gamma, v and w exchanged", swapped)):
    m = 2 * np.pi * m
    print(f"  {name}: {m[0,0]:.5f} {m[0,1]:.5f} {m[1,1]:.5f}")

# Moments from Gamma against enumerated walks
print("moments n: from Gamma 11, 12, 22 | from walks 11, 12, 22 (eV^(n+2))")
small_lead = dimer_lead(5, v, w)
for n in range(7):
    m = smooth_moment(n, v, w) + (surface if n == 0 else 0)
    k = walk_sum(small_lead, tau, n).real
    assert np.allclose(m, k, atol=1e-9)
    print(f"  {n}: {m[0,0]:.5f} {m[0,1]:.5f} {m[1,1]:.5f} | "
          f"{k[0,0]:.5f} {k[0,1]:.5f} {k[1,1]:.5f}")

# Uniform chain with unit hopping: moments are plain numbers of closed walks
counts = []
for n in (0, 2, 4, 6, 8):
    number = walk_sum(dimer_lead(6, 1, 1), np.array([[1.0, 0.0]]), n)[0, 0].real
    area = 2 * quad(lambda e: -e**n * surface_block(e, 1, 1)[0, 0].imag / np.pi,
                    0, 2, epsabs=1e-10)[0]
    assert abs(number - area) < 1e-6
    counts.append(int(round(number)))
print("closed walks on uniform chain, n = 0,2,4,6,8:", counts)

# Spectral representation at a real energy in the gap
gap_e = 0.1
top, low = v + w, abs(w - v)


def density(e):
    return broadening(e)[0, 0].real / (2 * np.pi)


bulk_part = quad(lambda e: density(e) / (gap_e - e) + density(-e) / (gap_e + e),
                 low, top, epsabs=1e-10)[0]
surface_part = surface[0, 0] / gap_e
direct = (tau @ np.linalg.inv(gap_e*np.eye(2*cells) - lead)[:2, :2] @ tau.T)[0, 0]
assert abs(bulk_part + surface_part - direct) < 1e-6
assert bulk_part < 0 < direct
print(f"Sigma_11 at E = {gap_e} eV: bands {bulk_part:.5f}, surface {surface_part:.5f} eV")
print(f"  sum {bulk_part+surface_part:.5f} eV, direct inversion {direct:.5f} eV")

# Principal-value relation inside the band
band_e = 1.0
principal = (-quad(density, low, top, weight='cauchy', wvar=band_e, limit=200)[0]
             + quad(lambda e: density(-e) / (band_e + e), low, top)[0]
             + surface[0, 0] / band_e)
inside = self_energy(band_e)[0, 0]
assert abs(principal - inside.real) < 1e-5
print(f"at E = {band_e} eV: Gamma_11 {-2*inside.imag:.5f} eV, Re Sigma_11 {inside.real:.5f} eV")
print(f"  Re Sigma_11 from principal-value integral {principal:.5f} eV")

# Recovering the point weight from a window; an endpoint atom counts one half
eta_small, window = 1e-4, 0.1
node, weight = np.polynomial.legendre.leggauss(200)


def window_weight(left, right):
    a, b = np.arctan(left / eta_small), np.arctan(right / eta_small)
    phi = 0.5 * (b - a) * node + 0.5 * (a + b)
    value = broadening(eta_small * np.tan(phi) + 1j * eta_small)[:, 0, 0].real
    return 0.5*(b - a)*np.sum(weight*value*eta_small/np.cos(phi)**2) / (2*np.pi)


centred, half = window_weight(-window, window), window_weight(0.0, window)
assert abs(centred / surface[0, 0] - 1) < 2e-3
assert abs(half / surface[0, 0] - 0.5) < 1e-3
print(f"window +-{window} eV, eta {eta_small:.0e} eV: weight_11 {centred:.5f} eV^2")
print(f"  window 0 to {window} eV: {half:.5f}; surface weight_11 {surface[0,0]:.5f} eV^2")

# Finite broadening: truncated zeroth moment and growing second moment
eta = 0.01
mu0, mu2 = full[0, 0], walk_sum(small_lead, tau, 2)[0, 0].real
print(f"eta = {eta} eV; true moments_11: {mu0:.5f} eV^2, {mu2:.5f} eV^4")
for half_width in (10.0, 20.0):
    grid = np.linspace(-half_width, half_width, int(2000 * half_width) + 1)
    smeared = broadening(grid + 1j * eta)[:, 0, 0].real / (2 * np.pi)
    m0, m2 = np.trapezoid(smeared, grid) if hasattr(np, 'trapezoid') else \
        np.trapz(smeared, grid), np.sum(0.5 * np.diff(grid) * (
            (smeared * grid**2)[1:] + (smeared * grid**2)[:-1]))
    law0 = mu0 * (1 - 2 * eta / (np.pi * half_width))
    law2 = (mu2 + 2 * eta * half_width * mu0 / np.pi - eta**2 * mu0
            - 6 * eta * mu2 / (np.pi * half_width))
    assert abs(m0 - law0) < 1e-5 and abs(m2 - law2) < 1e-5
    assert abs(m0 - mu0) > 5e-5 and m2 - mu2 > 0.01
    print(f"  window +-{half_width:.0f} eV: zeroth {m0:.5f} eV^2, second {m2:.5f} eV^4")

# General complex lead: contour moments of the infinite lead against walks
h = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
h = 0.5 * (h + dagger(h))
t = 0.6 * (rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))
link = rng.normal(size=(3, 2)) + 1j * rng.normal(size=(3, 2))
radius = 2 * (np.linalg.norm(h, 2) + 2 * np.linalg.norm(t, 2))
circle = radius * np.exp(2j * np.pi * np.arange(96) / 96)
g = np.zeros((96, 2, 2), dtype=complex)
for _ in range(100):
    g = np.linalg.inv(circle[:, None, None] * np.eye(2) - h - t @ g @ dagger(t))
sigma_circle = link @ g @ dagger(link)


def contour_moment(n):
    return np.mean(circle[:, None, None]**(n + 1) * sigma_circle, axis=0)


worst = 0.0
for n in range(6):
    exact = walk_sum(lead_matrix(4, h, t), link, n)
    worst = max(worst, np.abs(contour_moment(n) - exact).max() / np.abs(exact).max())
assert worst < 1e-8
three = lead_matrix(3, h, t)


def cut_moment_error(n):
    m = link @ np.linalg.matrix_power(three, n)[:2, :2] @ dagger(link)
    return np.abs(m - contour_moment(n)).max() / np.abs(m).max()


assert cut_moment_error(5) < 1e-8 and cut_moment_error(6) > 1e-5
print(f"complex lead, n = 0..5: largest relative moment error {worst:.1e}")
print(f"three-cell lead: relative error n=5 {cut_moment_error(5):.1e}, "
      f"n=6 {cut_moment_error(6):.1e}")
print("checks complete")
```

Running it gives:

```
hoppings v, w = 0.80, 1.00 eV
band edges |E| = 0.20 to 1.80 eV
tau rows (eV): [0.5 0. ] [0.2 0.3]
Sigma_11 at z = 0.5+0.1i eV: 0.15261 -0.20561i eV
lowest eigenvalue of i(Sigma-Sigma^dagger), 2000 points: 3.78e-04 eV
lead cut after 20 cells: error 4.48e-03 eV, bound 3.85e-01 eV
surface state: first-site weight 0.3600, cell ratio -0.8000
sum rule, elements 11, 12, 22 (eV^2):
  integral of smooth Gamma: 1.00531 0.40212 0.72634
  2 pi surface weight: 0.56549 0.22619 0.09048
  sum of the two: 1.57080 0.62832 0.81681
  2 pi tau tau^dagger: 1.57080 0.62832 0.81681
  smooth Gamma, v and w exchanged: 1.57080 0.62832 0.81681
moments n: from Gamma 11, 12, 22 | from walks 11, 12, 22 (eV^(n+2))
  0: 0.25000 0.10000 0.13000 | 0.25000 0.10000 0.13000
  1: -0.00000 0.12000 0.09600 | 0.00000 0.12000 0.09600
  2: 0.16000 0.06400 0.17320 | 0.16000 0.06400 0.17320
  3: 0.00000 0.19680 0.15744 | 0.00000 0.19680 0.15744
  4: 0.26240 0.10496 0.34165 | 0.26240 0.10496 0.34165
  5: 0.00000 0.39955 0.31964 | 0.00000 0.39955 0.31964
  6: 0.53274 0.21309 0.76561 | 0.53274 0.21309 0.76561
closed walks on uniform chain, n = 0,2,4,6,8: [1, 1, 2, 5, 14]
Sigma_11 at E = 0.1 eV: bands -0.04839, surface 0.90000 eV
  sum 0.85161 eV, direct inversion 0.85161 eV
at E = 1.0 eV: Gamma_11 0.36661 eV, Re Sigma_11 0.17000 eV
  Re Sigma_11 from principal-value integral 0.17000 eV
window +-0.1 eV, eta 1e-04 eV: weight_11 0.08995 eV^2
  window 0 to 0.1 eV: 0.04497; surface weight_11 0.09000 eV^2
eta = 0.01 eV; true moments_11: 0.25000 eV^2, 0.16000 eV^4
  window +-10 eV: zeroth 0.24984 eV^2, second 0.17558 eV^4
  window +-20 eV: zeroth 0.24992 eV^2, second 0.19165 eV^4
complex lead, n = 0..5: largest relative moment error 8.3e-14
three-cell lead: relative error n=5 8.7e-14, n=6 9.0e-04
checks complete
```
